The high-density correlation energy of the uniform electron gas

Take one harmonic mode of energy δ and let an interaction of strength κ raise its squared energy to Ω² = δ² + 2κδ. Its zero-point energy changes by ½(Ω − δ). The part of first order in κ is ½κ, so what lies beyond first order is

Δ = ½(Ω − δ − κ) = −κ²/(4δ) + … for κ ≪ δ.

The second-order term diverges when δ → 0 at fixed κ, but Δ itself does not: Ω = √(δ² + 2κδ) then goes to zero and Δ → −κ/2. The divergence belongs to the expansion. The same energy can be written as a frequency integral,

Δ = ½ ∫ ħdω/(2π) [ln(1 + a) − a], a = 2κδ/(δ² + ħ²ω²),

with ω running over the whole real line. To see this, note that 1 + a = (Ω² + ħ²ω²)/(δ² + ħ²ω²). The derivative of the logarithmic integral with respect to Ω is ∫ħdω/(2π) 2Ω/(Ω² + ħ²ω²) = 1, and the integral vanishes at Ω = δ, so it equals Ω − δ. The subtracted term integrates to κ. Expanding ln(1 + a) − a = −a²/2 + … restores the perturbation series.

In a dense electron gas the modes are particle-hole excitations. At small momentum transfer ħq their energies vanish like q while the Coulomb coupling grows like 1/q². Second-order theory fails there, and summing the logarithm repairs it.

The system is an unpolarized, nonrelativistic electron gas at zero temperature, in a rigid neutralizing background that removes the q = 0 interaction. The volume V goes to infinity before the density does. With SI constants,

v_q = e²/(ε₀q²), a₀ = 4πε₀ħ²/(me²), E_h = e²/(4πε₀a₀),
n = 3/(4πr_s³a₀³) = k_F³/(3π²), k_F a₀ = 1/(αr_s), α = (4/9π)^{1/3}.

The correlation energy per electron, ε_c, is the exact energy minus the Hartree-Fock energy of the plane-wave determinant. The claim is ε_c → E_h(A ln r_s + B) as r_s → 0, with A ≈ 0.0311 and B ≈ −0.047.

In second order, single excitations are forbidden by momentum conservation. For double excitations from occupied spin orbitals i, j to empty ones a, b,

E₂ = −¼ Σ |⟨ij|v|ab⟩ − ⟨ij|v|ba⟩|²/D, D = e_a + e_b − e_i − e_j.

Expanding the square gives two equal direct terms and two equal cross terms. The spin sum gives 4 for the direct terms and 2 for the cross terms, so in spatial orbitals the direct energy carries the factor −2 and the exchange energy +1. Let the electrons start at k and −p and end at k + q and −(p + q). Then

D = (ħ²/2m)[(k+q)² + (p+q)² − k² − p²] = (ħ²/m) q·(q + k + p).

The direct term contains v_q². In the exchange term one v_q is replaced by the interaction at the swapped transfer |q + k + p|. The sums become V³/(2π)⁹ times integrals, and the matrix elements supply 1/V². With momenta in units of k_F, all powers of k_F cancel after division by N = nV. The prefactor of the exchange term is

3π² · 16π²/(2π)⁹ = 3/(32π⁵),

where (e²/ε₀)²m/ħ² = 16π²E_h was used. Hence the exchange energy is E_h B_2x, with

B_2x = 3/(32π⁵) ∫ d³q d³k d³p / [q² |q+k+p|² q·(q+k+p)],

where k and p lie inside the unit sphere and k + q and p + q outside. This is a pure number. It is positive because q·(q + k + p), which is proportional to the excitation energy D, is positive throughout the allowed region. Exchange therefore reduces the second-order energy gain. The direct term has the same scaling but diverges at small q, and must be summed with its successors.

For that sum, multiply the interaction by η, 0 ≤ η ≤ 1. The energy derivative with respect to η is the expectation value of the interaction, and subtracting its value at η = 0 removes the Hartree-Fock part. Density fluctuations follow from the density response χ_η by the zero-temperature fluctuation-dissipation relation, so

ε_c = −(1/2n) ∫d³q/(2π)³ v_q ∫ħdω/(2π) ∫₀¹dη [χ_η(q,iω) − χ₀(q,iω)].

The minus sign appears because χ(q,iω) is negative. The ring approximation lets electrons respond as free particles to the total electrostatic potential: χ_η = χ₀/(1 − ηv_qχ₀). Since ∫₀¹dη v_qχ₀/(1 − ηv_qχ₀) = −ln(1 − v_qχ₀),

ε_ring = (1/2n) ∫d³q/(2π)³ ∫ħdω/(2π) [ln(1 − v_qχ₀) + v_qχ₀].

This has the form of the oscillator energy, with a = −v_qχ₀.

Now set x = q/k_F and ω = (ħk_Fq/m)u. An excitation of an electron at k (in units of k_F) has energy (ħ²k_F²/m)δ_k, where δ_k = xz + x²/2 and z is the component of k along q. Summing the free response over both spins gives

−χ₀ = (mk_F/π²ħ²) R_x(u), R_x(u) = (1/2π) ∫d³k δ_k/(δ_k² + x²u²),

with k inside and k + q outside the sphere. The second restriction may be dropped: if both points are inside, the map k → −k − q changes the sign of δ_k and the contributions cancel. A slice of the sphere at z has area π(1 − z²). With y = z + x/2,

R_x(u) = (1/2x) ∫ dy y(1 − x²/4 + xy − y²)/(y² + u²), from y = −1 + x/2 to 1 + x/2.

Dividing out the polynomial part leaves logarithms and arctangents:

R_x(u) = ½ + [(1 + u² − x²/4)/(4x)] ln{[(1+x/2)² + u²]/[(1−x/2)² + u²]}
 − (u/2){arctan[(1+x/2)/u] + arctan[(1−x/2)/u]}.

For x → 0 the logarithm tends to 2x/(1 + u²), and R₀(u) = 1 − u arctan(1/u), for u > 0; R is even in u.

The coupling becomes −v_qχ₀ = λR_x/x², with λ = 4/(πa₀k_F) = 4αr_s/π. For the prefactor, d³q = 4πk_F³x²dx, ħdω = (ħ²k_F²/m)x du and ħ²k_F²/m = E_h/(αr_s)², so

ε_ring = E_h · 3/(8πα²r_s²) ∫₀^∞x³dx ∫du [ln(1 + λR_x/x²) − λR_x/x²].

It helps to write 3/(8πα²r_s²) = 6/(π³λ²). The second-order term is then −(3/π³)E_h∫dx J(x)/x, with J(x) = ∫du R_x(u)². It agrees with the direct perturbation term, because for positive δ and δ′

∫du δδ′/[(δ² + x²u²)(δ′² + x²u²)] = π/[x(δ + δ′)],

which supplies the energy denominator of two simultaneous excitations. Since J(0) is not zero, this term diverges logarithmically at small x.

To find the small-λ limit, choose a dividing point X with √λ ≪ X ≪ 1. Above X the argument λR_x/x² is small and second order suffices; the third-order remainder is of relative size λ/X². Below X, replace R_x by R₀, which is correct as X → 0. Put a = λR₀, y = x² and Y = X². Integration by parts gives

∫₀^Y y ln(1 + a/y)dy = ½Y² ln(1 + a/Y) + ½a[Y − a ln(1 + Y/a)].

For Y ≫ a the first term is ½aY − ¼a², and the total is aY − ¼a² − ½a² ln(Y/a). Subtracting aY and including the factor ½ from x³dx = ½y dy,

∫₀^X x³[ln(1 + a/x²) − a/x²]dx → (a²/4)[ln(a/X²) − ½].

The energy is therefore

ε_ring/E_h = (6/π³){ (J(0)/4)[ln λ + L − ½ − 2 ln X] − ½∫_X^∞ J(x)dx/x },

where L = ∫du R₀² ln R₀ / J(0). Split the last integral as

∫_X^∞ J(x)dx/x = −J(0) ln X + K,
K = ∫₀¹[J(x) − J(0)]dx/x + ∫₁^∞J(x)dx/x.

The two terms in ln X cancel, as they must for an arbitrary dividing point. What remains is A ln r_s + B_ring, with

A = 3J(0)/(2π³), B_ring = A[ln(4α/π) + L − ½] − 3K/π³.

The logarithm thus counts the range of momentum transfers between the screening scale √λ k_F and the Fermi wavevector.

For J(0), use R₀ = ∫₀¹ μ²dμ/(μ² + u²). The frequency integral above then gives

J(0) = π ∫₀¹dμ ∫₀¹dν μν/(μ + ν) = π ∫₀¹dμ {μ − μ² ln[(1+μ)/μ]}.

The first term contributes ½. By parts, the second integral is (ln 2)/3 + (1/3)∫₀¹μ²dμ/(1+μ) = (ln 2)/3 + (1/3)(ln 2 − ½). Therefore

J(0) = (2π/3)(1 − ln 2), A = (1 − ln 2)/π² = 0.03109.

The other ring numbers come from quadrature. With ln(4α/π) = −0.4103 and L = −0.5507, the small-momentum part is 0.03109 × (−0.4103 − 0.5507 − 0.5) = −0.0454. The two pieces of K are −0.0643 and 0.3297, so K = 0.2654 and −3K/π³ = −0.0257. Together

B_ring = −0.0454 − 0.0257 = −0.0711.

The exchange number needs a reduction of its nine-dimensional integral. Let w = q + k + p. The points k and −p are inside the sphere, while k + q and −(p + q) are outside; the four form a parallelogram. Let c be its centre, s = (q − w)/2 and t = (q + w)/2. The inner points are c ∓ s and the outer points c ± t. Moreover

q·w = t² − s², q²w² = (s² + t²)² − 4(s·t)², d³k d³p d³q = 8 d³c d³s d³t.

The factor 8 comes from q = s + t and w = t − s, a Jacobian of 2 for each Cartesian component. With μ and ν the cosines of the angles of s and t to c, and b² = 1 − c², the sphere conditions read

s² + 2cs|μ| < b², t² − 2ct|ν| > b².

They require s < b < t and confine the cosines to |μ| < μ_s and |ν| < ν_t, where

μ_s = min[1, (b² − s²)/(2cs)], ν_t = min[1, (t² − b²)/(2ct)].

Let ζ = (s² + t²)/(2st) and let C be the cosine of the angle between s and t. Then q²w² = 4s²t²(ζ² − C²), and

1/(ζ² − C²) = (1/2ζ)[1/(ζ − C) + 1/(ζ + C)].

Reversing t exchanges the two fractions without changing the limits, so they contribute equally. With φ the relative azimuth, C = μν + √[(1−μ²)(1−ν²)] cos φ. The integral ∫₀^{2π}dφ/(P − Q cos φ) = 2π/√(P² − Q²) leaves the square root of

(ζ − μν)² − (1−μ²)(1−ν²) = (ν − ζμ)² + h², h² = (ζ² − 1)(1 − μ²).

The ν integral gives inverse hyperbolic sines:

H = ∫_{−μ_s}^{μ_s}dμ {arsinh[(ν_t − ζμ)/h] + arsinh[(ν_t + ζμ)/h]}.

The remaining factors are 4πc²dc for c, 2π for the common azimuth, 2π/ζ from the relative azimuth, 1/(4s²t²) from the Coulomb denominators, s²ds t²dt from the radial measures and 1/(t² − s²) from the energy denominator. Together with 8 × 3/(32π⁵) and 1/ζ = 2st/(s² + t²) they give

B_2x = (6/π²) ∫₀¹c²dc ∫₀^b ds ∫_b^∞dt st H/(t⁴ − s⁴).

Quadrature gives B_2x = 0.0242. It agrees with the known closed form (ln 2)/6 − 3ζ(3)/(4π²), where ζ(3) is the Riemann zeta value; that form is used here as a comparison and is not derived. Random sampling of the original momentum integral, before the reduction, gives 0.0240 ± 0.0001, where the uncertainty is one standard error. The test requires agreement within four standard errors.

The constants add to

B = −0.0711 + 0.0242 = −0.0469,

and so, as r_s → 0,

ε_c → E_h(0.0311 ln r_s − 0.047).

Neglecting everything else rests on power counting, not on a rigorous bound. Kinetic energies scale as r_s⁻² and interactions as r_s⁻¹, so an nth-order term carries r_s^{n−2}. For n ≥ 3 the ring term also contains ∫dx x^{3−2n}. Cutting this off at x ~ √λ gives λ^{2−n}, which cancels the factor λ^{n−2}; hence every ring order affects the constant. A diagram that is less singular by x² gives λ^{n−2}λ^{3−n} = λ instead. It vanishes like r_s, up to logarithms. This estimate applies for n ≥ 3, where the small-x end of the integral matters. Exchange at second order has an integral that converges at small x, so the cutoff plays no part and the term keeps its factor r_s⁰.

The same derivation covers a fully spin-polarized gas. Let g be the number of equally filled spin species, so that n = gk_F³/(6π²). The free response acquires a factor g/2 and 1/n a factor 2/g. The second-order ring prefactor therefore changes by (2/g)(g/2)² = g/2. Exchange has one free spin sum, proportional to g, which cancels the g in n, so B_2x is unchanged. For g = 1 at the same density, k_F grows by 2^{1/3}, and λ is multiplied by ½ · 2^{−1/3} = 2^{−4/3}. Thus

A_pol = A/2 = 0.0155,
B_pol = ½B_ring − (A/2)(4/3) ln 2 + B_2x = −0.03555 − 0.01437 + 0.02418 = −0.0257.

The direct process needs two particle-hole pairs, and each can now be formed in one spin species instead of two, which gives a factor ¼. A Fermi sphere of given radius also holds half as many electrons to share the energy, which gives a factor 2. The logarithm per electron is therefore halved. These polarized values follow from the scaling argument and the constants already found; no separate quadrature was made for them.

For a worked case take the unpolarized model gas at r_s = 0.1. Its density is 1.61 × 10³³ m⁻³ and its Fermi wavevector 3.63 × 10¹¹ m⁻¹. The coupling is λ = 0.0663, which puts the screening scale at √λ k_F = 0.258 k_F. The limiting formula gives

ε_c = 0.03109 × ln(0.1) − 0.0469 = −0.0716 − 0.0469 = −0.1185 hartree,

or −3.2 eV. Evaluating the ring integral in full at this density, and adding B_2x, gives −0.1199 hartree. The limiting formula is smaller in magnitude by about 1% of that value. At r_s = 1 the corresponding numbers are −0.047 and −0.055 hartree, a difference of about 14% of the latter. The full ring value still omits higher non-ring diagrams, so these percentages measure the expansion of the ring energy, not the total error of the formula.

Closer to the limit, the full ring energy differs from its law by −2.0 × 10⁻⁴ hartree at r_s = 10⁻² and by −2.6 × 10⁻⁵ hartree at 10⁻³. Both are described by r_s(0.0027 ln r_s − 0.0073) hartree, a numerical fit. The term in r_s ln r_s wins only slowly: at r_s = 10⁻² the plain r_s term still supplies more than a third of the difference. The same expression also reproduces the differences at r_s = 10⁻⁴ and 10⁻⁵, which are −3.2 × 10⁻⁶ and −3.8 × 10⁻⁷ hartree.

The formula changes sign at r_s = exp(−B/A) = 4.5. A positive value cannot be right: the plane-wave determinant is a trial state, so the exact ground-state energy cannot lie above its energy. The failure begins earlier, when √λ is no longer small and no interval √λ ≪ X ≪ 1 exists. At the other end, k_F grows as 1/r_s, so a physical electron gas becomes relativistic: ħk_F/(mc) = 0.014/r_s, which is 0.14 at r_s = 0.1 and already 1.4 at r_s = 10⁻². The limit r_s → 0, and the comparisons above at r_s ≤ 10⁻², are properties of the nonrelativistic model. Within that model it is an exact constraint which a density functional for the correlation energy can be required to satisfy at uniform density.

Calculated quantities

```
alpha = 0.52106
J(0) = 0.64267
A, coefficient of ln rs = 0.03109 hartree
ln(4 alpha/pi) = -0.4103
weighted mean of ln R0 = -0.5507
integral of (J(x)-J(0))/x, 0 to 1 = -0.06434
integral of J(x)/x, 1 to infinity = 0.32972
B_ring, small-q part = -0.04542 hartree
B_ring, large-q part = -0.02568 hartree
B_ring = -0.07110 hartree
B_2x, quadrature = 0.02418 hartree
B_2x, closed form = 0.02418 hartree
B_2x, Monte Carlo = 0.0240 +- 0.0001 hartree
B = B_ring + B_2x = -0.04692 hartree
rs=1e-02: full ring -0.214474, minus limit law -2.0e-04 hartree
rs=1e-03: full ring -0.285892, minus limit law -2.6e-05 hartree
rs=1e-04: full ring -0.357459, minus limit law -3.2e-06 hartree
rs=1e-05: full ring -0.429045, minus limit law -3.8e-07 hartree
Example rs = 0.1
density = 1.6110e+33 m^-3
Fermi wavevector = 3.6267e+11 m^-1
coupling lambda = 0.06634
screening scale sqrt(lambda) = 0.2576 kF
A ln rs = -0.07159 hartree
limit formula eps_c = -0.11851 hartree
limit formula eps_c = -3.225 eV
rs=0.1: limit formula -0.11851 hartree
rs=0.1: full ring + B_2x -0.11986 hartree
rs=1.0: limit formula -0.04692 hartree
rs=1.0: full ring + B_2x -0.05462 hartree
limit formula changes sign at rs = 4.52
```
